A Kohn-Sham defect eigenvalue is not a thermodynamic transition level

The Fermi level at which a defect changes its stable charge state is a difference of relaxed total energies. A Kohn-Sham eigenvalue is a derivative of the energy with respect to occupation, at fixed nuclei. For a trap that is neutral when empty and negative when it holds one electron, the two are related by

e_occ − A = C − R. (1)

Here e_occ is the occupied eigenvalue in the relaxed negative state, A is the thermodynamic level (0/−), C is the curvature error of the functional, and R is the lattice energy released after the electron has been removed vertically. In the model trap treated below, a local exchange functional gives C = 0.0312 and R = 0.0262 hartree. The eigenvalue therefore misses the level by only 0.0050 hartree (0.14 eV), although each of the two neglected effects is more than five times as large. Making the functional exact for the electron removes C, and the discrepancy grows to 0.0265 hartree (0.72 eV).

**Why the belief tempts**

The belief is that a defect state drawn in the gap of a band structure can be read as the level that controls the charge of the trap. It has a sound core. In exact Kohn-Sham theory the highest occupied eigenvalue of a finite system equals minus its ionization energy, so an eigenvalue can have the meaning of a removal energy. That removal, however, is vertical: the nuclei do not move. An approximate functional need not obey the relation at all, and a charged periodic cell adds a shift of its own. The result can still look right, because these contributions have different signs.

**What the thermodynamic level is**

Hartree atomic units are used, with the conduction-band edge as the zero of electron energy. At fixed atomic composition, the chemical potentials of the atoms add the same amount to both charge states. The negative state has taken one electron from a reservoir at the Fermi energy E_F, so the quantities to compare are E(0) and E(−) − E_F. They are equal at

A = E_relaxed(−) − E_relaxed(0). (2)

For E_F below A the neutral state is stable, above A the negative one. Vibrational free energies are left out, so A is a zero-temperature level without zero-point motion. "Relaxed" applies to each charge state separately, and this is what an eigenvalue at one geometry cannot contain.

**A model in which every term can be followed**

One spin-polarized electron of unit mass occupies a normalized real orbital φ in a short-range well W, inside an isotropic linear dielectric. Let n = φ², let f be the occupation between 0 and 1, and let ρ = fn. The Coulomb integral is

(a|b) = ∫∫ a(r) b(r′)/|r − r′| dr dr′.

The host electrons follow at once and screen by ε∞. The ions follow slowly. Their polarization is labelled by the density g to which it is adapted; g = 0 is the undistorted lattice. A harmonic lattice coupled linearly to the charge has an elastic cost quadratic in g and a coupling linear in both g and ρ:

E_lat = ½κ(g|g) − κ(ρ|g).

Completing the square gives

E_lat = −½κ(ρ|ρ) + ½κ(ρ − g|ρ − g). (3)

The last term is never negative, because the Coulomb integral of a density with itself is not. The lattice energy is therefore lowest at g = ρ, where it equals −½κ(ρ|ρ). Together with the electronically screened repulsion ½(ρ|ρ)/ε∞, the relaxed electrostatic energy is ½(ρ|ρ)(1/ε∞ − κ). A fully relaxed charge must be screened by the static constant ε0, which fixes

κ = 1/ε∞ − 1/ε0.

The whole energy at occupation f and lattice g is then

E(f; g) = f⟨−½∇² + W⟩ + [½(ρ|ρ) + E_x]/ε∞ + ½κ(g|g) − κ(ρ|g). (4)

The local exchange energy for one spin direction is E_x = ¾∫ρ v_x dr, with v_x = −(6ρ/π)^(1/3). Dividing it by ε∞ is part of the model: repulsion and exchange are screened alike. The empty defect in the undistorted lattice has E(0; 0) = 0. Correlation, host band structure and short-range bond rearrangement are omitted. The orbital found below has a root-mean-square radius of only 2.9 bohr, about a bond length, where a continuum dielectric is a rough description. The model shows how the terms combine, not how large they are in a real host.

**What the eigenvalue is**

Varying φ in equation (4) at fixed f and g, with φ normalized, gives hφ = eφ with

h = −½∇² + W + (v[ρ] + v_x)/ε∞ − κv[g],

where v[ρ] is the Coulomb potential of ρ. Now change f. The orbital changes too, but its contribution is 2f⟨δφ|h|φ⟩ = 2fe⟨δφ|φ⟩ = 0, because the norm is fixed. What remains is the explicit dependence on f. The derivative of ½(ρ|ρ) is (n|ρ), and that of E_x is ∫n v_x dr, because the power 4/3 cancels the factor ¾. Hence

dE/df = ⟨−½∇² + W⟩ + [(n|ρ) + ∫n v_x dr]/ε∞ − κ(n|g) = ⟨φ|h|φ⟩ = e(f; g). (5)

This is Janak's theorem for the model. Integrated, it reads

E(1; g) − E(0; g) = ∫₀¹ e(f; g) df. (6)

A total-energy difference at fixed lattice is the average of the eigenvalue over occupation, not its end value. The difference between the two is the curvature error,

C = e(1; g) − ∫₀¹ e(f; g) df.

Now let g = n, with n the density of the relaxed negative state, and call the vertical energy in equation (6) V. After removal the lattice still carries the distortion made by the electron, and equation (4) at f = 0 gives its energy:

R = E(0; n) − E(0; 0) = ½κ(n|n).

Therefore

V = E(1; n) − E(0; n) = A − R,
e_occ = V + C = A − R + C,

which is equation (1). Relaxation places the vertical removal level below the thermodynamic one: taking the electron out suddenly costs more than taking it out and letting the lattice recover.

**The numbers**

The parameters are round and belong to no material: W = −W₀ exp(−r²/2w²) is a Gaussian well of depth W₀ = 0.5 hartree and width w = 2 bohr, with ε∞ = 4 and ε0 = 10, so that κ = 0.25 − 0.10 = 0.15. For the isolated trap with local exchange, in hartree,

A = −0.1173,
e_occ = −0.1123,
R = 0.0262.

The vertical level is V = −0.1173 − 0.0262 = −0.1435. Integrating the eigenvalue over occupation gives −0.1435 as well, a test of equation (6) passed to within 10⁻⁵ hartree. The curvature error is C = −0.1123 + 0.1435 = 0.0312, and C − R = 0.0050. All values are collected in the numerical output.

The size of C can be understood by freezing the orbital. The eigenvalue then depends on occupation as

e(f) = e(0) + af − bf^(1/3),

with a = (n|n)/ε∞ and b = (1/ε∞)∫n(6n/π)^(1/3) dr. The average of f is ½ and that of f^(1/3) is ¾, so

C ≈ (a − b) − (a/2 − 3b/4) = a/2 − b/4.

From R, (n|n) = 2 × 0.0262/0.15 = 0.349 and a = 0.0872. The integral that defines b, evaluated with the same orbital, gives b = 0.0496, so a/2 − b/4 = 0.0436 − 0.0124 = 0.0312, the computed C. The same two numbers estimate another quantity. At half occupation, the frozen-orbital eigenvalue differs from the average by −b(0.794 − 0.750) = −0.0022. The self-consistent difference is −0.1455 + 0.1435 = −0.0020. The half-occupation eigenvalue is thus a good approximation to V in this case, but it approximates the vertical level, not A.

**Removing the functional error does not remove the difference**

One electron does not repel itself. The exact one-electron functional therefore cancels the bracket in equation (4), and its ensemble energy at fixed g is linear in f. Then h does not depend on f, the eigenvalue is the same at every occupation, and C = 0. Equation (1) becomes

e_occ = A − R.

The computed values are e_occ = −0.1503, A = −0.1238 and R = 0.0265 hartree. "Exact" refers to the electron's self-interaction within this model, not to the dielectric description of the host.

Comparing the two functionals shows where local exchange does its damage. It changes A by −0.1173 + 0.1238 = 0.0065, but e_occ by −0.1123 + 0.1503 = 0.0380 hartree. With a frozen orbital the first error is a/2 − 3b/4 ≈ 0.006 and the second is a − b ≈ 0.038. In the total energy, repulsion and exchange nearly cancel; in their derivative they do so much less well.

The eigenvalue of the empty trap in the undistorted lattice, −0.0980 hartree, is no substitute either. For the exact one-electron functional it equals E(1; 0), the energy of capture before the lattice responds. Since A is the minimum of E(1; g) over g, it cannot lie above E(1; 0). Therefore

e_occ ≤ A ≤ e_empty.

For a frozen orbital the three values are t − κ(n|n), t − ½κ(n|n) and t, with t = ⟨−½∇² + W⟩. The level then lies midway between the eigenvalues. The computed midpoint is −0.1242, close to A = −0.1238; the orbital does change a little. With local exchange the midpoint of the occupied and empty eigenvalues is −0.1051, which misses A = −0.1173 by 0.012, because neither eigenvalue is then a vertical energy. The occupied one lies above V by C, which raises the midpoint by C/2 = 0.016; the empty one lies 0.006 below the local-exchange capture energy E(1; 0) = −0.0919, which lowers the midpoint by 0.003. The derivation of the midpoint rule assumes a functional linear in occupation, a harmonic lattice and an unchanged orbital; outside these conditions it does not guarantee agreement.

**Agreement by cancellation**

If the small C − R reflected some general merit of the eigenvalue, it should survive a change of the lattice. Keep the well, ε∞ and local exchange, and change only ε0:

ε0 = 5: C = 0.0301, R = 0.0084, C − R = 0.0217 hartree
ε0 = 10: C = 0.0312, R = 0.0262, C − R = 0.0050 hartree
ε0 = 20: C = 0.0318, R = 0.0355, C − R = −0.0037 hartree

The curvature error hardly moves, since it comes from the electronic functional. The relaxation energy follows κ, which rises from 0.05 to 0.15 to 0.20. The difference changes sign, so some intermediate ε0 would make the eigenvalue agree perfectly with the level while both errors remained near 0.03 hartree.

The same caution applies to adjusting a functional. Requiring e_occ = V imposes C = 0 for this trap, which is a condition on the electronic energy. Requiring e_occ = A imposes C = R, which asks an electronic error to imitate a lattice relaxation. The eigenvalue is a legitimate estimate of A when C and R are separately small on the scale of interest.

**The charged periodic cell**

A supercell calculation repeats the defect in a cube of side L and neutralizes its charge with a uniform background. The electrostatic potential has zero mean. The Coulomb potential 1/x of a unit point charge is then replaced, near that charge, by

G(x) = 1/x − α/L + 2πx²/(3L³) + (cubic harmonic terms). (7)

The constant defines the cubic Madelung number, α = 2.8373. The quadratic term comes from the background: its density is −1/L³, so Poisson's equation requires an added potential with Laplacian 4π/L³, and the Laplacian of x² is 6. The remaining terms solve Laplace's equation and, by cubic symmetry, start at fourth order.

Average G(r − r′) − 1/|r − r′| over two copies of a spherical density n centred on the defect. The harmonic terms average to their value at the centre, which is zero. The mean of |r − r′|² is 2Q, where Q = ∫n r² dr, because the cross term vanishes. The integral (n|n) therefore shifts by

S = −α/L + 4πQ/(3L³). (8)

This neglects overlap between images, departures from spherical shape and the response of the orbital to the changed potential. It also assumes an isotropic host: with a dielectric tensor the Madelung term itself changes, and the shift is no longer S divided by a single constant.

Each quantity contains (n|n) with its own coefficient, and hence has its own shift, cell value minus isolated value:

Level A: the relaxed energy contains ½(n|n)/ε0, so the shift is S/(2ε0).

Eigenvalue e_occ: ⟨h⟩ contains (n|n)/ε∞ − κ(n|n) = (n|n)/ε0, so the shift is S/ε0, twice that of A.

Vertical removal V = A − R: the shift is S/(2ε0) − κS/2 = ½S(1/ε0 − κ).

Vertical capture E(1; 0): the ions have not responded, so the shift is S/(2ε∞), with S evaluated for the orbital in the undistorted lattice.

The bracket for V equals 2/ε0 − 1/ε∞. It is negative when ε0 > 2ε∞, and the correction then has the opposite sign to the others. The reason is that after removal the electron is gone, but the frozen ionic polarization still interacts with its images.

For L = 32 bohr and Q = 8.653 bohr²,

S = −2.8373/32 + 4π × 8.653/(3 × 32³) = −0.0887 + 0.0011 = −0.0876 hartree.

The shifts are −0.0044 for A, −0.0088 for e_occ and +0.0022 for V. Subtracting them from the raw cell values gives, in hartree,

A: −0.1217 + 0.0044 = −0.1173
e_occ: −0.1210 + 0.0088 = −0.1122
V: −0.1413 − 0.0022 = −0.1435

The small difference from e_occ = −0.1123 is rounding. Capture goes from −0.1028 to −0.0919 in the same way. The isolated values come from a separate radial calculation, and all four corrected results were tested to agree with it within 3 × 10⁻⁴ hartree. Giving V the correction meant for A would yield −0.1369, an error of 0.0066 relative to the isolated value, three times the error of leaving V uncorrected.

At L = 16 bohr the corrected level is −0.1179, still 0.0006 from the isolated result. This residue is not an error of the electrostatic integral in equation (8). The orbital tails of neighbouring images overlap and broaden the level into a band, and the periodic orbital used here lies at the bottom of that band. With an orbital that changes sign from cell to cell along each axis the residue becomes +0.0005, and the empty level of an uncharged cell shows a splitting of similar size. A charge correction does not remove this dispersion.

The raw cell values also show how easily the comparison misleads. By equation (1) and the shifts above,

(e_occ − A)_cell ≈ C − R + S/(2ε0).

The first part is positive here and the second negative. The uncorrected difference is −0.0034 hartree at L = 16, −0.0007 at L = 24 and +0.0007 at L = 32. In the two larger cells the eigenvalue seems to reproduce the level to within 0.02 eV. The isolated difference is 0.14 eV, and behind it stand a curvature error of 0.85 eV and a relaxation energy of 0.71 eV.

**What to compare with what**

For the equilibrium charge state of a trap in a wide-gap device at a given Fermi level, the quantity to compute is A: relax both charge states, correct each charged cell for the screening its ions have actually provided, and refer the difference to the band edge of the host. In a real supercell this last step also needs the defect and host potentials to be aligned, which the model's common zero supplies from the start. The band edge must also be placed correctly: an error of the functional there shifts A directly, and the model, whose edge is fixed, does not contain it. A is a zero-temperature level: at finite temperature the two charge states are equally populated at a Fermi level displaced from A by their spin degeneracies (kT ln 2 below A, 18 meV at 300 K, for an unpaired electron in an otherwise empty trap) and by their vibrational free energies. For an optical transition between the trap and the conduction-band edge, in which the nuclei have no time to move, the vertical energies V or E(1; 0) are the relevant ones. An eigenvalue can stand in for a vertical energy to the extent that the functional is linear in occupation. To reach the thermodynamic level from V, the relaxation energy R must still be added; from E(1; 0), the lattice energy released after capture must be subtracted.

Numbers as computed

```
Model and isolated defect, local exchange
well depth: 0.50000 hartree
well width: 2.00000 bohr
electronic dielectric constant: 4.00000 (dimensionless)
static dielectric constant: 10.00000 (dimensionless)
ionic coupling kappa: 0.15000 (dimensionless)
one hartree: 27.21139 eV
empty eigenvalue, neutral defect: -0.09799 hartree
occupied eigenvalue, relaxed negative: -0.11229 hartree
occupied eigenvalue, same: -3.05551 eV
thermodynamic level (0/-): -0.11733 hartree
thermodynamic level, same: -3.19284 eV
vertical removal level: -0.14350 hartree
integral of eigenvalue over occupation: -0.14350 hartree
half-occupation eigenvalue: -0.14553 hartree
vertical capture level: -0.09189 hartree
occupied eigenvalue, undistorted lattice: -0.06242 hartree
curvature error C: 0.03121 hartree
relaxation energy R: 0.02616 hartree
C - R: 0.00505 hartree
C - R, same: 0.13733 eV
Exact one-electron functional
occupied eigenvalue: -0.15031 hartree
thermodynamic level: -0.12380 hartree
relaxation energy: 0.02651 hartree
relaxation energy, same: 0.72136 eV
Local exchange, other static dielectric constants
eps0 5: C 0.03007, R 0.00840, C-R 0.02167 hartree
eps0 20: C 0.03176, R 0.03550, C-R -0.00374 hartree
Periodic cells: raw -> corrected, hartree
cubic Madelung constant: 2.83730 (dimensionless)
L = 16 bohr, <r^2> = 9.030 bohr^2
  level: -0.12631 -> -0.11790
  eigenvalue: -0.12973 -> -0.11292
  removal: -0.13957 -> -0.14378
  capture: -0.11375 -> -0.09293
L = 24 bohr, <r^2> = 8.662 bohr^2
  level: -0.12312 -> -0.11734
  eigenvalue: -0.12385 -> -0.11229
  removal: -0.14062 -> -0.14351
  capture: -0.10631 -> -0.09191
L = 32 bohr, <r^2> = 8.653 bohr^2
  level: -0.12171 -> -0.11733
  eigenvalue: -0.12104 -> -0.11229
  removal: -0.14132 -> -0.14350
  capture: -0.10281 -> -0.09189
```
